\section*{Uniform sliding speed in rotary polishing with equal carrier and platen rotation}

\section{Definitions and conventions}

A wafer is held face down on a polishing pad. The pad is fixed to a platen that turns about a vertical axis through $O$. The wafer is held by a carrier that turns about a parallel axis through $C$. All motion is described in the plane of contact, seen from above, with counterclockwise rotation positive.

The vector from $O$ to $C$ is $\mathbf c$, with length $e>0$. The platen rate is $\omega_p$ and the carrier rate is $\omega_c$. Both are signed angular velocities measured in the laboratory, so the carrier rate is not counted relative to the platen. ``Equal co-directional rotation'' means $\omega_c=\omega_p$: the same number of turns per minute in the same sense. It does not mean equal rim speeds.

The following assumptions hold until a remark changes one of them.
\begin{itemize}
\item Wafer and pad are rigid and flat.
\item The wafer turns with the carrier about $C$, without slipping in it.
\item Both rates are constant, and $C$ is at rest in the laboratory. The second condition is the neglect of carrier sweep.
\end{itemize}

Let $\hat{\mathbf z}$ be the upward unit vector. For a vector $\mathbf u$ in the plane, $\hat{\mathbf z}\times\mathbf u$ is $\mathbf u$ turned counterclockwise by a right angle, with unchanged length. A rotation by the angle $\theta$ is therefore
\begin{equation}
R(\theta)\mathbf u=\mathbf u\cos\theta+(\hat{\mathbf z}\times\mathbf u)\sin\theta .
\label{rot}
\end{equation}

A wafer point is labelled by its position $\mathbf s$ relative to $C$ at time $t=0$; its distance from the wafer centre is $\rho=|\mathbf s|$. At time $t$ its position relative to $C$ is $\mathbf r'=R(\omega_c t)\mathbf s$, and its position relative to $O$ is
\begin{equation}
\mathbf r=\mathbf c+\mathbf r'=\mathbf c+R(\omega_c t)\mathbf s .
\label{lab}
\end{equation}
Axes drawn on the pad coincide with the laboratory axes at $t=0$ and have turned by $\omega_p t$ at time $t$. The coordinates of the wafer point on the pad are found by undoing that turn:
\begin{equation}
\mathbf q=R(-\omega_p t)\,\mathbf r .
\label{pad}
\end{equation}
The speed relative to the pad is defined as $|d\mathbf q/dt|$, the rate at which the point draws its track on the pad.

\section{Two lemmas}

\paragraph{Lemma 1.} The speed relative to the pad is $|\mathbf v|$, where
\begin{equation}
\mathbf v=\frac{d\mathbf r}{dt}-\omega_p\,\hat{\mathbf z}\times\mathbf r .
\label{vdef}
\end{equation}
This is the laboratory velocity of the wafer point minus that of the pad material beneath it.

\paragraph{Proof.} First differentiate a rotation whose angle depends on time. For a constant vector $\mathbf u$, equation (\ref{rot}) gives
\begin{equation}
\frac{d}{dt}R(\theta)\mathbf u=\dot\theta\left[-\mathbf u\sin\theta+(\hat{\mathbf z}\times\mathbf u)\cos\theta\right].
\end{equation}
Two right-angle turns reverse a plane vector, $\hat{\mathbf z}\times(\hat{\mathbf z}\times\mathbf u)=-\mathbf u$. The bracket is thus $\hat{\mathbf z}\times R(\theta)\mathbf u$, and
\begin{equation}
\frac{d}{dt}R(\theta)\mathbf u=\dot\theta\,\hat{\mathbf z}\times R(\theta)\mathbf u .
\label{drot}
\end{equation}
Now apply the product rule to (\ref{pad}), where $\theta=-\omega_p t$ and $\mathbf r$ also changes:
\begin{equation}
\frac{d\mathbf q}{dt}=-\omega_p\,\hat{\mathbf z}\times R(-\omega_p t)\mathbf r+R(-\omega_p t)\frac{d\mathbf r}{dt}.
\end{equation}
Rotations in a plane commute, and $\hat{\mathbf z}\times$ is itself a rotation by a right angle. It can be moved to the right of $R$:
\begin{equation}
\frac{d\mathbf q}{dt}=R(-\omega_p t)\left[\frac{d\mathbf r}{dt}-\omega_p\,\hat{\mathbf z}\times\mathbf r\right]=R(-\omega_p t)\,\mathbf v .
\label{frames}
\end{equation}
A rotation preserves length, so $|d\mathbf q/dt|=|\mathbf v|$. $\square$

An observer on the pad and one in the laboratory thus in general assign different directions to the sliding velocity, but always the same magnitude.

\paragraph{Lemma 2.} With $D=\omega_c-\omega_p$,
\begin{equation}
\mathbf v=D\,\hat{\mathbf z}\times\mathbf r'-\omega_p\,\hat{\mathbf z}\times\mathbf c .
\label{v}
\end{equation}

\paragraph{Proof.} Since $\mathbf c$ is constant, (\ref{lab}) and (\ref{drot}) give $d\mathbf r/dt=\omega_c\hat{\mathbf z}\times\mathbf r'$. Insert this and $\mathbf r=\mathbf c+\mathbf r'$ into (\ref{vdef}):
\begin{align}
\mathbf v&=\omega_c\,\hat{\mathbf z}\times\mathbf r'-\omega_p\,\hat{\mathbf z}\times(\mathbf c+\mathbf r')\nonumber\\
&=(\omega_c-\omega_p)\,\hat{\mathbf z}\times\mathbf r'-\omega_p\,\hat{\mathbf z}\times\mathbf c .\qquad\square
\end{align}

The place on the wafer enters only through $\mathbf r'$, and its factor is the difference of the two rates.

\section{The theorem}

\paragraph{Theorem.} Under the stated assumptions:

(a) If $\omega_c=\omega_p=\omega$, every wafer point has the same constant speed relative to the pad,
\begin{equation}
|\mathbf v|=|\omega|\,e .
\label{main}
\end{equation}

(b) If $\omega_c\neq\omega_p$, the speed is not uniform over the wafer at any instant.

\paragraph{Proof of (a).} For equal rates $D=0$, and (\ref{v}) becomes
\begin{equation}
\mathbf v=-\omega\,\hat{\mathbf z}\times\mathbf c .
\label{vequal}
\end{equation}
Neither $\mathbf r'$ nor $t$ appears. Since $\hat{\mathbf z}\times\mathbf c$ has length $e$, (\ref{main}) follows. $\square$

\paragraph{Proof of (b).} Let $\varphi$ be the angle from $\mathbf c$ to $\mathbf r'$ at the chosen instant. Equation (\ref{v}) says that $\mathbf v$ is the vector $D\mathbf r'-\omega_p\mathbf c$ turned by a right angle. The turn does not change its length, so
\begin{align}
|\mathbf v|^2&=(D\mathbf r'-\omega_p\mathbf c)\cdot(D\mathbf r'-\omega_p\mathbf c)\nonumber\\
&=D^2\rho^2-2D\omega_p e\rho\cos\varphi+\omega_p^2e^2 .
\label{square}
\end{align}
At the wafer centre, $\rho=0$ and $|\mathbf v|^2=\omega_p^2e^2$. Take two opposite points at the same $\rho>0$, with angles $\varphi$ and $\varphi+\pi$. Their cosines cancel, and the mean of their squared speeds is $D^2\rho^2+\omega_p^2e^2$. For $D\neq0$ this exceeds the value at the centre, so the three speeds cannot all be equal. $\square$

\paragraph{Remark 1: how the compensation works.} Take $\omega>0$ and a wafer of radius $a<e$. Count velocities as positive along $\hat{\mathbf z}\times\mathbf c$. At the wafer edge farthest from $O$, the wafer moves at $+\omega a$ and the pad at $+\omega(e+a)$; the difference is $-\omega e$. At the edge nearest to $O$, the wafer moves at $-\omega a$ and the pad at $+\omega(e-a)$; the difference is again $-\omega e$. The pad is slower at the near edge, but there the wafer moves against it.

\paragraph{Remark 2: limits.} The speed is proportional to the axis distance and does not depend on the wafer radius. As $e\to0$ it vanishes: two discs turning together about one axis do not slide. Reversing both rotations reverses $\mathbf v$ and leaves the speed unchanged. Reversing only one gives $D=-2\omega_p$, and part (b) applies.

\section{The track on the pad}

\paragraph{Proposition.} For equal rates the wafer moves over the pad without turning relative to it. Each wafer point draws a circle of radius $e$, centred on the pad point whose coordinates are $\mathbf s$.

\paragraph{Proof.} Insert (\ref{lab}) into (\ref{pad}) with both rates equal to $\omega$:
\begin{equation}
\mathbf q=R(-\omega t)\mathbf c+R(-\omega t)R(\omega t)\mathbf s=\mathbf s+R(-\omega t)\mathbf c .
\label{track}
\end{equation}
The second term has length $e$ and turns about the origin, which gives the circle. For two wafer points, $\mathbf q_1-\mathbf q_2=\mathbf s_1-\mathbf s_2$ is constant, so the line joining them keeps its direction on the pad. $\square$

This is a second proof of (a): all points of a body that moves without turning have one velocity. The track has length $2\pi e$ per turn, and the turn takes $2\pi/|\omega|$, which again gives the speed $|\omega|e$.

The sliding direction (\ref{vequal}) is fixed in the laboratory. Seen from the wafer it is $R(-\omega t)\mathbf v$, which turns once per revolution and averages to zero over a full turn. A surface feature is therefore rubbed from all directions in the plane, each for the same time.

Equation (\ref{track}) also shows a drawback. Each wafer point retraces one circle on the pad, so a local pad defect on that circle meets the same point in every turn. For unequal rates the same substitution gives
\begin{equation}
\mathbf q=R(Dt)\mathbf s+R(-\omega_p t)\mathbf c ,
\end{equation}
and the centre of the circle itself moves round the pad for every point except the wafer centre. At 63 and 60 rpm the difference is 3 rpm, so this centre needs 20 s for one round, and an off-centre point spreads its track over 20 platen turns before repeating it.

\section{A small difference of the rates}

Let $\omega_p\neq0$ and define the relative mismatch at radius $\rho$ by
\begin{equation}
x=\frac{|D|\rho}{|\omega_p|e}.
\end{equation}
Let $\sigma=\pm1$ be the sign of $D\omega_p$. Dividing (\ref{square}) by $\omega_p^2e^2$ and taking the root gives
\begin{equation}
\frac{|\mathbf v|}{|\omega_p|e}=\sqrt{1-2\sigma x\cos\varphi+x^2}.
\label{ratio}
\end{equation}
Because $\cos\varphi$ runs from $-1$ to $1$, the ratio runs from $|1-x|$ to $1+x$ round the circle. If the carrier turns faster than the platen in the same sense, then $\sigma=+1$, and the slowest point for $x<1$ is the one farthest from $O$.

\paragraph{Proposition.} If the carrier turns ($\omega_c\neq0$) and $x\ll1$, the speed averaged over one carrier turn is
\begin{equation}
\overline{|\mathbf v|}=|\omega_p|e\left(1+\frac{x^2}{4}+O(x^4)\right).
\label{mean}
\end{equation}

\paragraph{Proof.} Use $\sqrt{1+u}=1+u/2-u^2/8+\dots$ with $u=-2\sigma x\cos\varphi+x^2$. To second order in $x$, $u^2=4x^2\cos^2\varphi$, because $\sigma^2=1$. Hence
\begin{equation}
\frac{|\mathbf v|}{|\omega_p|e}=1-\sigma x\cos\varphi+\frac{x^2}{2}-\frac{x^2}{2}\cos^2\varphi+\dots
\end{equation}
The angle $\varphi$ grows uniformly at the rate $\omega_c$, so over one turn $\cos\varphi$ averages to $0$ and $\cos^2\varphi$ to $1/2$. This leaves $1+x^2/2-x^2/4=1+x^2/4$. Changing $x$ to $-x$ in (\ref{ratio}) has the same effect as shifting $\varphi$ by $\pi$, which does not alter an average over a full turn. The average is therefore even in $x$, and the next term is of order $x^4$. $\square$

The momentary spread is of first order in the mismatch, the averaged excess of second order. A few rpm of difference can thus break the repeated track of points away from the wafer centre, at little cost in averaged uniformity. The centre itself still retraces its circle, and a point at radius $\rho$ spreads its track over a ring of width $2\rho$, which is narrow near the centre. The single circle drawn at equal rates spans the same range of pad radii; the mismatch does not widen the ring, it covers the ring with shifted loops. The averaging fails for a carrier at rest, since each wafer point then keeps its $\varphi$.

\section{Moving centre and changing rates}

\paragraph{Remark 3: sweep without extra rotation.} Let $C$ move, while both bodies still turn at the same rate $\omega$ in the laboratory. Equation (\ref{track}) becomes $\mathbf q=\mathbf s+R(-\omega t)\mathbf c(t)$. Its time derivative does not contain $\mathbf s$, so all points still share one speed at each instant. By (\ref{vdef}) the common velocity is $\dot{\mathbf c}-\omega\hat{\mathbf z}\times\mathbf c$. For a sweep along the line $OC$ the two terms are perpendicular, and
\begin{equation}
|\mathbf v|=\sqrt{\omega^2e(t)^2+\dot e(t)^2}.
\end{equation}
Such a sweep in general makes the speed vary in time, but it does not make it vary over the wafer.

\paragraph{Remark 4: sweep by a pivoting arm.} If the carrier motor sits on an arm that swings at the rate $\Omega$, the laboratory rate of the wafer is $\omega+\Omega$. Then $D=\Omega$, and the velocity is a uniform vector plus $\Omega\hat{\mathbf z}\times\mathbf r'$. If the uniform part is the larger, the speed at radius $\rho$ varies by $\pm|\Omega|\rho$ about its magnitude.

\paragraph{Remark 5: starting and stopping.} If both bodies have turned by the same angle $\theta(t)$, replace $\omega t$ by $\theta$ in (\ref{track}). The speed is $|\dot\theta|e$, uniform over the wafer during the ramp as well.

\section{Worked example: oxide on a 300 mm wafer}

The parameters are rough typical values for oxide polishing on a rotary machine: platen rate 60 rpm, axis distance $e=190$ mm, wafer radius 150 mm, pad radius 380 mm and pressure 20 kPa. The wafer reaches out to $190+150=340$ mm from $O$ and so stays on the pad. For equal rates,
\begin{equation}
|\mathbf v|=6.2832\ \mathrm{s^{-1}}\times0.190\ \mathrm m=1.194\ \mathrm{m/s}.
\end{equation}
In 60 s each point slides 71.63 m. Summing short chords of the pad track gives this length for both the centre and an edge point.

Preston's law is an empirical model in which the removal rate is $kp|\mathbf v|$, with $p$ the local pressure and $k$ the Preston coefficient. For constant $k$ and $p$, the depth $h$ is $kp$ times the sliding distance. With $k=1.0\times10^{-13}\ \mathrm{Pa^{-1}}$,
\begin{equation}
h=10^{-13}\ \mathrm{Pa^{-1}}\times2\times10^{4}\ \mathrm{Pa}\times71.63\ \mathrm m=143\ \mathrm{nm}.
\end{equation}

Now vary the carrier rate, holding platen rate, axis distance, pressure and $k$ fixed. The wafer centre keeps its 143 nm in every case, because its speed $|\omega_p|e$ does not contain $\omega_c$. The edge behaves as follows. The depths given for unequal rates rely on removal being linear in the speed; if it grew as the square root of the speed, the excess at 30 rpm would be about 1.0\% instead of 3.9\%.

\begin{itemize}
\item At 63 rpm, $x=3\times150/(60\times190)=0.0395$. The edge speed varies between 1.147 and 1.241 m/s, about 4\% to either side of the common value. Its average is higher by only 0.039\%, as (\ref{mean}) predicts, and the edge depth is still 143 nm.
\item At 30 rpm, $x$ is ten times larger. The averaged excess is 3.935\%, against 3.895\% from $x^2/4$, and the edge loses 149 nm.
\item At $-60$ rpm, $x=1.58$ and the expansion no longer applies. The averaged edge speed is 2.08 m/s, 74\% above the centre, and the edge loses about 250 nm. Setting $\mathbf v=0$ in (\ref{v}) with $D=-2\omega_p$ gives $\mathbf r'=-\mathbf c/2$: at each instant, the wafer point 95 mm from the centre towards $O$ does not slide at all.
\item With the carrier at rest, the edge speed runs from 0.251 to 2.136 m/s, and each point keeps its own value.
\end{itemize}

\section{What the model leaves out}

The first three estimates concern the speed, at equal nominal rates of 60 rpm. A radial sweep of $\pm15$ mm with a period of 6 s moves the common speed between 1.100 and 1.288 m/s, about 8\% either way, with no difference across the wafer. If a 500 mm arm, perpendicular to $OC$ at mid-sweep, makes this movement, its peak rate is 0.0314 rad/s. The edge speed then varies by $\pm0.0314\times0.150=\pm0.0047$ m/s, or 0.39\% of the common speed.

The wafer may also roll inside its retaining ring. Friction on the wafer acts against $\mathbf v$, whose direction is fixed in the laboratory, so the wafer is pressed to the ring at a fixed laboratory point. Let the ring radius be $a+g$. Rolling without slip requires equal speeds there, $\omega_wa=\omega(a+g)$, so the wafer rate $\omega_w$ exceeds $\omega$ by $D=\omega g/a$. At the edge $|D|a=|\omega|g$, which relative to $|\omega|e$ is $g/e$. For $g=0.5$ mm this is $0.5/190=0.26\%$.

Friction shears the pad. With an assumed friction coefficient of 0.3 and a pad shear modulus of 30 MPa, the strain is $0.3\times20\ \mathrm{kPa}/30\ \mathrm{MPa}=0.02\%$. If the surface displacement builds up over a distance comparable with the pad thickness, the pad surface velocity changes by a fraction of this order. This is an estimate for the bulk of the pad, not a bound. A real pad carries the load on asperities that cover only a small part of the area; with a contact fraction of 1\%, the same arithmetic gives a local strain of 2\%.

Uniform speed does not by itself give uniform removal. In Preston's law a pressure 10\% higher at the edge raises the depth there from 143 to 158 nm. If $k$ follows an Arrhenius law with an assumed activation energy of 0.1 eV, a region at 315 K instead of 310 K is removed 6\% faster. Both inputs are illustrative. With them, the changes in removal exceed the momentary speed spreads estimated for the arm, the ring and the bulk pad shear by more than a factor of ten; with an activation energy of 0.05 eV the thermal change would be 3\%, and the factor would fall below ten.

Set beside a real polisher, the equal rates of 60 rpm, the pressure and the wafer size are rough typical values; the resting and counter-rotating carriers serve only as illustrations. The removal rate of 143 nm per minute follows from the assumed $k$ and is not a prediction for a particular machine. The coefficient $k$ depends on slurry, pad and pad conditioning, and the computed depth scales directly with it. At equal nominal rates and with the inputs assumed here, the departures from uniform pressure and uniform temperature affect uniformity more than the kinematic effects estimated above; other inputs could change this order. Within the model, matching the rates removes the kinematic part of the nonuniformity. It does not by itself make the pressure or the temperature uniform.

\section*{Table of computed values}
\begin{verbatim}
platen speed: 60 rpm = 6.2832 rad/s
axis distance e: 190 mm
wafer radius: 150 mm; pad radius: 380 mm
pressure: 20 kPa; Preston coefficient: 1.0e-13 1/Pa
common sliding speed, equal rates: 1.1938 m/s
path per turn: 1.1938 m
path in 60 s, centre and edge: 71.63, 71.63 m
oxide removed in 60 s: 143.3 nm
edge compared with centre, platen at the speed above:
 carrier 60 rpm:
  edge speed min, max: 1.1938, 1.1938 m/s
  edge mean speed: 1.1938 m/s; excess -0.000 %
  edge depth in 60 s: 143.3 nm
 carrier 63 rpm:
  edge speed min, max: 1.1467, 1.2409 m/s
  edge mean speed: 1.1943 m/s; excess 0.039 %
  edge depth in 60 s: 143.3 nm
 carrier 30 rpm:
  edge speed min, max: 0.7226, 1.6650 m/s
  edge mean speed: 1.2408 m/s; excess 3.935 %
  edge depth in 60 s: 148.9 nm
 carrier -60 rpm:
  edge speed min, max: 0.6912, 3.0788 m/s
  edge mean speed: 2.0793 m/s; excess 74.173 %
  edge depth in 60 s: 249.5 nm
63 rpm: x = 0.03947; x^2/4 = 0.0390 %
carrier at rest, edge min, max: 0.2513, 2.1363 m/s
neglected effects, equal nominal rates:
 sweep amplitude: 15 mm; period: 6 s
 swept common speed min, max: 1.0996, 1.2881 m/s
 arm length: 500 mm; peak arm rate: 0.0314 rad/s
 arm: edge half-spread: 0.395 % of common speed
 ring radial gap: 0.5 mm
 ring: edge half-spread: 0.263 % of common speed
 friction coefficient: 0.3; pad shear modulus: 30 MPa
 pad shear strain: 0.020 %
 edge pressure excess assumed: 10 %
 edge depth with that pressure: 157.6 nm
 activation energy assumed: 0.1 eV at 310 K
 removal change for 5 K warmer: 6.1 %
\end{verbatim}
